\section*{Quantum-well band-edge gain, its transparency density and a logarithmic fit}

\section{Problem}

A quantum well of width $L$ at temperature $T$ holds electrons in one conduction subband and holes in one valence subband. Both subbands are parabolic in the in-plane wave number $k$ and spin-degenerate, with masses $m_e$ and $m_h$. Electrons and holes have the same density $n$ per volume of the well. Each population is in equilibrium within its own subband, so each has its own quasi-Fermi level.

Optical transitions conserve $k$. Let $f_c$ and $f_v$ be the probabilities that the conduction and valence states at a given $k$ contain an electron. Stimulated emission needs a full upper state and an empty lower state; absorption needs the reverse. The two processes have the same matrix element, so the net emission is proportional to
\begin{equation}
f_c(1-f_v)-f_v(1-f_c)=f_c-f_v .
\end{equation}
Write $f_e=f_c$ for the electron occupation and $f_h=1-f_v$ for the hole occupation. Just above the subband edge, where $k\to0$, the gain per length is
\begin{equation}
g=g_{\max}(f_e+f_h-1). \label{eq:gain}
\end{equation}
An empty well has $f_e=f_h=0$ and $g=-g_{\max}$, so $g_{\max}$ is its edge absorption coefficient. It is taken as given and independent of $n$. Level broadening, Coulomb effects, shrinkage of the gap and higher subbands are neglected.

Define
\begin{equation}
n_c=\frac{m_e k_BT}{\pi\hbar^2L},\qquad
n_v=\frac{m_h k_BT}{\pi\hbar^2L},\qquad
R=\frac{n_v}{n_c}=\frac{m_h}{m_e}.
\end{equation}

\begin{enumerate}
\item Show that $g=g_{\max}(1-e^{-n/n_c}-e^{-n/n_v})$.
\item Find the transparency density $n_{tr}$, at which $g=0$.
\item Fit $g_0\ln(n/n_{tr})$ to the gain, and find where the fit can be used.
\end{enumerate}

For numbers, take the round model parameters $m_e=0.06\,m_0$, $m_h=0.30\,m_0$ (with $m_0$ the free-electron mass), $L=10$ nm, $T=300$ K and $g_{\max}=1.0\times10^6\ \mathrm{m^{-1}}$.

\section{First estimate by scaling}

\subsection{The density scale}

For a well of area $A$, the in-plane states of one spin have density $A/(2\pi)^2$ in $k$-space. A ring of radius $k$ has area $2\pi k\,dk$. With two spins, the number of states per volume $AL$ is
\begin{equation}
\frac{2}{AL}\,\frac{A}{(2\pi)^2}\,2\pi k\,dk=\frac{k\,dk}{\pi L}
=\frac{m}{\pi\hbar^2L}\,dE, \label{eq:dos}
\end{equation}
because $E=\hbar^2k^2/2m$ gives $k\,dk=m\,dE/\hbar^2$. The density of states is constant, and $n_c$ and $n_v$ are the numbers of states per volume in an energy interval $k_BT$. The parameters give
\begin{equation}
n_c=6.48\times10^{23}\ \mathrm{m^{-3}},\qquad
n_v=3.24\times10^{24}\ \mathrm{m^{-3}},\qquad R=5 .
\end{equation}

\subsection{Balancing the two occupations}

Transparency requires $f_h=1-f_e$: the hole occupation must equal the electron vacancy. For $R\gg1$ the light electrons fill their few states while the heavy holes remain dilute. Each side then has a simple limit.

Let $x_e$ and $x_h$ be the quasi-Fermi levels measured from the subband edges into the subbands, in units of $k_BT$. Degenerate electrons fill the subband up to the level $x_e$, so $n\approx n_cx_e$. The vacancy at the edge is $1/(1+e^{x_e})\approx e^{-x_e}\approx e^{-n/n_c}$. Dilute holes follow the Boltzmann distribution, with $n\approx n_v\int_0^\infty e^{x_h-\varepsilon}d\varepsilon=n_ve^{x_h}$, so their edge occupation is $e^{x_h}\approx n/n_v$.

With $w$ the estimate of $n_{tr}/n_c$, the balance is
\begin{equation}
e^{-w}=\frac wR\quad\Longrightarrow\quad we^w=R
\quad\Longrightarrow\quad w=W(R), \label{eq:lambert}
\end{equation}
where $W$ is the Lambert function, the inverse of $w\mapsto we^w$ for positive arguments. For $R=5$ this gives $w=1.327$, and
\begin{equation}
n_{tr}\approx1.327\times6.48\times10^{23}\ \mathrm{m^{-3}}
=8.60\times10^{23}\ \mathrm{m^{-3}} .
\end{equation}

\subsection{The logarithmic coefficient}

The derivative of $g_0\ln(n/n_{tr})$ at $n_{tr}$ is $g_0/n_{tr}$. Matching the slope of the gain therefore requires $g_0=n_{tr}\,(dg/dn)_{n_{tr}}$. In the limits just used, $g/g_{\max}\approx n/n_v-e^{-n/n_c}$, and so
\begin{equation}
\frac{g_0}{g_{\max}}\approx\frac wR+we^{-w}
=\frac wR+\frac{w^2}{R}=0.265+0.352=0.617 .
\end{equation}
The second form uses $e^{-w}=w/R$. Since $w$ is not much larger than one, the assumption of degenerate electrons is doubtful here, and the estimate has to be compared with the full solution.

\section{Exact solution of the model}

\subsection{The gain as a function of density}

With the constant density of states \eqref{eq:dos} and $\varepsilon=E/k_BT$, the electron density is
\begin{equation}
n=n_c\int_0^\infty\frac{d\varepsilon}{1+e^{\varepsilon-x_e}}
=n_c\Bigl[-\ln\bigl(1+e^{x_e-\varepsilon}\bigr)\Bigr]_0^\infty
=n_c\ln(1+e^{x_e}).
\end{equation}
The antiderivative is correct because its derivative is $e^{x_e-\varepsilon}/(1+e^{x_e-\varepsilon})=1/(1+e^{\varepsilon-x_e})$. Hence $1+e^{x_e}=e^{n/n_c}$, and the occupation at the edge, $\varepsilon=0$, is
\begin{equation}
f_e=\frac{1}{1+e^{-x_e}}=1-\frac{1}{1+e^{x_e}}=1-e^{-n/n_c}.
\end{equation}
The holes obey the same equations with $n_v$ and $x_h$, so $f_h=1-e^{-n/n_v}$. Inserting both into \eqref{eq:gain} gives
\begin{equation}
g(n)=g_{\max}\left(1-e^{-n/n_c}-e^{-n/n_v}\right). \label{eq:result}
\end{equation}
No assumption of degenerate or dilute carriers has entered. The gain starts at $-g_{\max}$ in the empty well and approaches $g_{\max}$ when both edge states are filled.

\subsection{Transparency}

Put $v=n/n_c$ and $G(v)=g/g_{\max}=1-e^{-v}-e^{-v/R}$. Its derivative,
\begin{equation}
G'(v)=e^{-v}+\frac1Re^{-v/R},
\end{equation}
is positive, and $G$ rises from $-1$ to $1$. There is therefore one root $u=n_{tr}/n_c$, given by
\begin{equation}
e^{-u}+e^{-u/R}=1. \label{eq:tr}
\end{equation}

In terms of the quasi-Fermi levels, $f_e=1-f_h$ reads $1/(1+e^{-x_e})=1/(1+e^{x_h})$, so $x_e+x_h=0$. The separation of the two quasi-Fermi levels is the edge transition energy plus $(x_e+x_h)k_BT$. At transparency it equals the transition energy.

Two mass ratios give short closed forms. For $R=1$, equation \eqref{eq:tr} is $2e^{-u}=1$, so $u=\ln2=0.693$. For $R=2$, set $q=e^{-u/2}$. Then $q^2+q=1$, whose positive root is $q=(\sqrt5-1)/2$. Since $1/q=(1+\sqrt5)/2$, this gives $u=2\ln[(1+\sqrt5)/2]=0.962$.

For $R=5$ the root can be found by Newton's method, starting from the scaling estimate $w$. This start lies below the root. Indeed $1-e^{-y}<y$ for $y>0$, so
\begin{equation}
G(w)=\bigl(1-e^{-w/R}\bigr)-e^{-w}<\frac wR-e^{-w}=0 .
\end{equation}
The second derivative $G''=-e^{-v}-e^{-v/R}/R^2$ is negative, so every tangent lies above the curve. The zero of a tangent drawn from a point below the root is therefore to the right of that point but not beyond the root. The iteration climbs towards $u$ without overshooting.

The first step uses $e^{-w}=w/R=0.26535$ and $e^{-w/R}=0.76694$:
\begin{align}
G(w)&=1-0.26535-0.76694=-0.03229,\\
G'(w)&=0.26535+\tfrac15(0.76694)=0.41873,\\
v_1&=1.32673+\frac{0.03229}{0.41873}=1.4038 .
\end{align}
The next two iterates both round to $1.4060$. Thus
\begin{equation}
n_{tr}=1.406\,n_c=9.11\times10^{23}\ \mathrm{m^{-3}}
=9.11\times10^{17}\ \mathrm{cm^{-3}} .
\end{equation}
At this density $f_e=0.755$ and $f_h=0.245$, which add to one, and $x_e=-x_h=1.125$. The electron quasi-Fermi level is inside its subband, while that of the holes is still in the gap.

\subsection{The tangent logarithm}

Let $t=\ln(n/n_{tr})$. The logarithmic form is then the straight line $g_0t$, and the question is how straight the gain is in this variable. Each exponential in \eqref{eq:result} has the form $e^{-y}$, with $y=ue^t$ for electrons and $y=(u/R)e^t$ for holes. In both cases $dy/dt=y$, so
\begin{align}
\frac{d}{dt}\left(-e^{-y}\right)&=ye^{-y},\\
\frac{d^2}{dt^2}\left(-e^{-y}\right)&=y(1-y)e^{-y},\\
\frac{d^3}{dt^3}\left(-e^{-y}\right)&=y(1-3y+y^2)e^{-y}.
\end{align}
The derivatives of $g/g_{\max}$ are the sums of the electron and hole terms. At $t=0$ the values are $y=1.4060$ with $e^{-y}=0.24512$, and $y=0.2812$ with $e^{-y}=0.75488$. The slope gives the tangent coefficient:
\begin{equation}
\frac{g_0^{\rm tan}}{g_{\max}}=ue^{-u}+\frac uRe^{-u/R}
=0.3446+0.2123=0.557 .
\end{equation}
The second derivative is
\begin{equation}
-0.1399+0.1526=0.0127 .
\end{equation}
The two bands nearly cancel. The electron term bends downwards because $y>1$, that is, because the edge occupation $1-e^{-y}=0.755$ exceeds $1-e^{-1}=0.63$. The hole term still bends upwards because $y<1$. A numerical root search puts complete cancellation at $R=5.34$, so in the example the gain is nearly straight in $t$ close to transparency. This is a local property; it does not by itself make the logarithm accurate over a wide range.

Since the second derivative is small, the third matters early. It is $-0.428+0.050=-0.378$, and the gain near transparency is
\begin{equation}
\frac{g}{g_{\max}}\approx0.557\,t+\frac{0.0127}{2}t^2-\frac{0.378}{6}t^3 .
\end{equation}
To this order the last two terms cancel at $t=3(0.0127)/0.378\approx0.10$. The tangent is slightly too low up to about $1.1\,n_{tr}$ and too high beyond.

\subsection{A fit over a range}

A laser operates above transparency, so a fit over a finite range is more useful than a tangent. The coefficient depends on the range and on the weighting. Here $n_{tr}$ is held at its true value, the range is $n_{tr}\le n\le3n_{tr}$, and equal intervals of $t$ have equal weight. With $\tau=\ln3$, minimise
\begin{equation}
S(a)=\int_0^\tau\left[g(t)-at\right]^2dt .
\end{equation}
Setting $dS/da=-2\int_0^\tau t\,[g(t)-at]\,dt$ to zero and using $\int_0^\tau t^2dt=\tau^3/3$ gives
\begin{equation}
g_0^{\rm fit}=\frac{3}{\tau^3}\int_0^\tau t\,g(t)\,dt .
\end{equation}
This is a minimum because $d^2S/da^2=2\tau^3/3>0$. Numerical quadrature gives
\begin{equation}
g_0^{\rm fit}=0.524\,g_{\max}=5.24\times10^5\ \mathrm{m^{-1}}
=5.24\times10^3\ \mathrm{cm^{-1}} .
\end{equation}
The gains below are in units of $10^5\ \mathrm{m^{-1}}$.
\begin{center}
\begin{tabular}{cccc}
$n/n_{tr}$ & model gain & tangent & fit\\
0.5 & $-3.64$ & $-3.86$ & $-3.63$\\
1.2 & 1.01 & 1.02 & 0.96\\
1.5 & 2.23 & 2.26 & 2.13\\
2.0 & 3.70 & 3.86 & 3.63\\
3.0 & 5.55 & 6.12 & 5.76\\
5.0 & 7.54 & 8.96 & 8.44\\
8.0 & 8.95 & 11.58 & 10.90
\end{tabular}
\end{center}
Within the range, the largest error of the fit is $0.21\times10^5\ \mathrm{m^{-1}}$, or 2.1\% of $g_{\max}$. It occurs at $3n_{tr}$, where it is 3.7\% of the model gain. The tangent is 10\% too high there. Close to transparency the tangent is better: the fitted slope is smaller by the factor $0.524/0.557=0.94$, so the fit gives about 6\% too little gain.

Outside the range the form must fail at both ends. As $n\to0$ the logarithm diverges, while the gain tends to $-g_{\max}$; the close agreement at $0.5\,n_{tr}$ does not persist. At high density the logarithm grows without limit. The fit reaches $g_{\max}$ at
\begin{equation}
\frac{n}{n_{tr}}=\exp\left(\frac{g_{\max}}{g_0^{\rm fit}}\right)=6.74,
\end{equation}
where the model gain is $0.85\,g_{\max}$. Within the two-subband model, equation \eqref{eq:result} is as easy to evaluate and should replace the logarithm at such densities.

\section{Comparison of estimate and solution}

\subsection{Size and origin of the errors}

The scaling estimate of $n_{tr}$ is 5.6\% below the solution, and its $g_0$ of $0.617\,g_{\max}$ is 11\% above the tangent value of $0.557\,g_{\max}$.

The doubtful step turns out to be harmless. The electron vacancy $e^{-n/n_c}$, obtained for degenerate electrons, is the exact result of the model at every density: the errors in $n\approx n_cx_e$ and in $1/(1+e^{x_e})\approx e^{-x_e}$ compensate. The whole error comes from replacing the hole occupation $1-e^{-n/n_v}$ by $n/n_v$. This overstates the hole occupation, so transparency is predicted too early. It also affects the slope in two ways. The exact hole part is $(u/R)e^{-u/R}=0.2812\times0.755=0.212$. The estimate omits the factor $e^{-u/R}=0.755$, which raises this part, and uses $w/R=0.265$ in place of $u/R=0.281$, which lowers it somewhat; the result is 0.265. The electron part $ve^{-v}$ has the exact form but is evaluated at $w$ instead of $u$, giving 0.352 instead of 0.345.

The leading correction for large $R$ follows by writing $u=w+\delta$ and keeping one more term of the hole occupation:
\begin{equation}
e^{-w}(1-\delta)\approx\frac{w+\delta}{R}-\frac{w^2}{2R^2}.
\end{equation}
With $e^{-w}=w/R$, the terms $w/R$ cancel. Multiplying the rest by $R$ gives $-w\delta=\delta-w^2/(2R)$, and therefore
\begin{equation}
\delta\approx\frac{w^2}{2R(1+w)} .
\end{equation}
For $R=5$ the corrected value is $u\approx1.402$, which is 0.3\% below the root.

\subsection{Dependence on the mass ratio}

The same equations, solved for other mass ratios, give the following values. The last column is the second derivative of $g/g_{\max}$ with respect to $t$ at transparency.
\begin{center}
\begin{tabular}{cccc}
$R$ & $n_{tr}/n_c$ & $g_0^{\rm tan}/g_{\max}$ & second derivative\\
1 & 0.693 & 0.693 & 0.213\\
2 & 0.962 & 0.665 & 0.168\\
5 & 1.406 & 0.557 & 0.013\\
10 & 1.802 & 0.448 & $-0.115$
\end{tabular}
\end{center}
At fixed $m_e$, a heavier hole raises the transparency density. Increasing $R$ increases $e^{-v/R}$ and lowers $G$ at every $v>0$, so the root moves to higher density. Physically, the holes spread over more states and fill the edge state less. In these four cases the heavier hole also reduces $g_0^{\rm tan}$ at fixed $g_{\max}$.

\subsection{Limits of the model}

The chosen parameters do not justify the neglect of higher hole subbands. In a well with hard walls, and with the same hole mass across the well, the first two hole subbands are separated by $3\pi^2\hbar^2/(2m_hL^2)$. For this well that energy is $1.45\,k_BT$. A second hole subband takes up part of the holes and lowers $f_h$ at a given $n$. Adding it with the same in-plane mass raises $n_{tr}$ by about 9\%, lowers $g_0^{\rm tan}$ to $0.52\,g_{\max}$ and changes the second derivative at transparency from $0.013$ to $-0.040$, so the near-cancellation found for $R=5$ is weakened. With the first six hard-wall hole subbands, the gain at three times the transparency density found above falls by $0.10\,g_{\max}$, about five times the largest error of the fit. For electrons the same formula, with $m_e$ in place of $m_h$, gives a separation of $7.3\,k_BT$. With one-subband filling, the electron quasi-Fermi level reaches this energy near $5.2\,n_{tr}$. Hard walls overstate the separation: for barriers of 0.2 to 0.5 eV and the same mass in the barrier it is 3.6 to $4.7\,k_BT$, reached at 2.6 to $3.4\,n_{tr}$, near the upper end of the fitting range. Because $f_e$ is already close to one at such densities, the higher hard-wall electron subbands change the gain at the first edge by less than $10^{-3}g_{\max}$ at 3, 5.2 and $8\,n_{tr}$. What a second electron subband mainly adds is a further transition at a higher photon energy, which the model does not describe. Broadening would smooth the absorption edge, so that the gain at one photon energy would no longer depend on the occupations at $k=0$ alone. The values above therefore belong to the two-subband model and do not predict the gain of a particular laser.

Numerical values quoted here were computed with a short program.
